# A rational-function step to a saddle point, with ammonia inversion: a program that tests the result

```python
"""Partitioned rational-function step for a transition-state search.
Result under test: with Hessian eigenvalues b_i and gradient components g_i,
  followed mode k: s_k = g_k/(lp-b_k), lp = [b_k+sqrt(b_k^2+4 g_k^2)]/2
  other modes:     s_i = -g_i/(b_i-ln), ln = lowest augmented eigenvalue
maximises (g.s + s.H.s/2)/(1+s.s) along k and minimises it in the others.
Tested by direct optimisation, and on ammonia inversion at RHF/6-31G*.
Atomic units; the metric in the denominator is 1 bohr^-2.
"""
import numpy as np
from scipy import constants
from scipy.linalg import null_space
from scipy.optimize import brentq, minimize, minimize_scalar
from pyscf import gto, scf, grad, hessian


def partitioned_step(b, g, k):
    """Return step, upper shift, lower shift; k=None minimises in all modes."""
    step = np.zeros(len(b))
    upper = 0.0
    if k is not None:
        upper = 0.5 * (b[k] + np.sqrt(b[k]**2 + 4 * g[k]**2))
        step[k] = g[k] / (upper - b[k])
    rest = np.array([i for i in range(len(b)) if i != k])
    n = len(rest)
    augmented = np.zeros((n + 1, n + 1))
    augmented[:n, :n] = np.diag(b[rest])
    augmented[:n, n] = augmented[n, :n] = g[rest]
    lower = np.linalg.eigvalsh(augmented)[0]
    step[rest] = -g[rest] / (b[rest] - lower)
    return step, upper, lower


def quadratic(s, b, g):
    return np.dot(g, s) + 0.5 * np.dot(b * s, s)


def rational(s, b, g):
    return quadratic(s, b, g) / (1 + np.dot(s, s))


def direct_maximum(bk, gk):
    """Maximise the one-mode rational model over s=tan(angle)."""
    def negative(angle):
        s = np.array([np.tan(angle)])
        return -rational(s, np.array([bk]), np.array([gk]))
    grid = np.linspace(-np.pi / 2, np.pi / 2, 2003)[1:-1]
    best = grid[np.argmin([negative(a) for a in grid])]
    width = grid[1] - grid[0]
    low = max(best - width, -np.pi / 2 + 1e-9)
    high = min(best + width, np.pi / 2 - 1e-9)
    found = minimize_scalar(negative, bounds=(low, high), method="bounded",
                            options={"xatol": 1e-12})
    return np.tan(found.x)


def check_extremum(b, g, k):
    """Compare the formula with direct optimisation of the rational model."""
    step, upper, lower = partitioned_step(b, g, k)
    s_max = direct_maximum(b[k], g[k])
    # A flat maximum limits the located angle to about sqrt(machine epsilon).
    assert abs(np.arctan(s_max) - np.arctan(step[k])) < 1e-5
    rest = np.arange(len(b)) != k
    found = minimize(rational, np.zeros(rest.sum()), args=(b[rest], g[rest]),
                     method="BFGS", options={"gtol": 1e-8})
    # Finite-difference gradients limit the optimiser's accuracy.
    assert np.max(np.abs(found.x - step[rest])) < 1e-4
    top = min(0.0, b[rest].min() - 1e-10)
    root = brentq(lambda x: x - np.sum(g[rest]**2 / (x - b[rest])),
                  -10.0, top, xtol=1e-14)
    assert abs(root - lower) < 1e-9
    for t in np.linspace(0.02, 1, 50):
        assert quadratic(t * step[[k]], b[[k]], g[[k]]) > 0
        assert quadratic(t * step[rest], b[rest], g[rest]) < 0
    return s_max, found.x


# Round model: mode 1 is to be climbed, although mode 2 has b < 0.
model_b = np.array([0.06, -0.04, 0.30, 0.80])
model_g = np.array([0.02, 0.03, -0.05, 0.04])
model_step, model_up, model_low = partitioned_step(model_b, model_g, 0)
direct_up, direct_down = check_extremum(model_b, model_g, 0)
model_newton = -model_g / model_b
assert model_newton[0] * model_g[0] < 0 < model_newton[1] * model_g[1]
print("MODEL (b: hartree/bohr^2, g: hartree/bohr, s: bohr)")
print("b:", model_b, " g:", model_g)
print(f"upper shift {model_up:.6f}, lower shift {model_low:.6f} hartree/bohr^2")
print("partitioned step:", np.round(model_step, 5))
print("direct optimum  :", np.round(np.r_[direct_up, direct_down], 5))
print("Newton step     :", np.round(model_newton, 5))
rise = quadratic(model_step[:1], model_b[:1], model_g[:1])
fall = quadratic(model_step[1:], model_b[1:], model_g[1:])
assert np.isclose(rise, 0.5 * model_up * (1 + model_step[0]**2))
assert np.isclose(fall, 0.5 * model_low * (1 + np.sum(model_step[1:]**2)))
print(f"quadratic change: mode 1 {rise:.6f}, others {fall:.6f} hartree")

# Near a proper saddle the departure from Newton must be cubic in g.
saddle_b = np.array([-0.10, 0.20, 0.30, 0.80])
departures = []
for scale in (0.02, 0.01):
    small_g = scale * model_g
    small_step, up, low = partitioned_step(saddle_b, small_g, 0)
    difference = small_step + small_g / saddle_b
    shifts = np.array([up, low, low, low])
    predicted = -small_g * shifts / saddle_b**2
    assert np.allclose(difference, predicted, rtol=1e-3, atol=1e-13)
    departures.append(np.linalg.norm(difference))
cubic_ratio = departures[0] / departures[1]
assert abs(cubic_ratio - 8) < 0.02
print("saddle model b:", saddle_b, "hartree/bohr^2")
print(f"Newton departure ratio when g is halved: {cubic_ratio:.4f}")

# With positive curvature and vanishing slope the maximiser runs away.
for tiny_g in (1e-2, 1e-3):
    far = direct_maximum(0.1, tiny_g)
    print(f"b=0.1, g={tiny_g:.3f}: direct s={far:.3f}, b/g={0.1/tiny_g:.1f} bohr")
assert abs(far * tiny_g / 0.1 - 1) < 1e-3


def run_scf(x):
    atoms = [(a, tuple(r)) for a, r in zip("NHHH", x.reshape(4, 3))]
    mol = gto.M(atom=atoms, basis="6-31g*", unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 100
    mf.kernel()
    assert mf.converged
    return mf


def energy(x):
    return run_scf(x).e_tot


def cartesian_gradient(mf):
    return grad.RHF(mf).kernel().ravel()


def internal_modes(x, mf):
    """Curvatures, slopes and Cartesian modes without rigid motions."""
    slope = cartesian_gradient(mf)
    curvature = hessian.RHF(mf).kernel().transpose(0, 2, 1, 3).reshape(12, 12)
    centred = x.reshape(4, 3) - x.reshape(4, 3).mean(axis=0)
    rigid = [np.tile(axis, 4) for axis in np.eye(3)]
    rigid += [np.cross(axis, centred).ravel() for axis in np.eye(3)]
    basis = null_space(np.array(rigid))
    assert basis.shape == (12, 6)
    projected = basis.T @ curvature @ basis
    b, vectors = np.linalg.eigh(0.5 * (projected + projected.T))
    modes = basis @ vectors
    return b, modes.T @ slope, modes


def height(x):
    n, h1, h2, h3 = x.reshape(4, 3)
    normal = np.cross(h2 - h1, h3 - h1)
    return np.dot(n - h1, normal) / np.linalg.norm(normal)


def search(x, followed, cap=0.3):
    """Follow one mode uphill; followed=None searches for a minimum."""
    rows = []
    for cycle in range(20):
        mf = run_scf(x)
        b, g, modes = internal_modes(x, mf)
        k = None
        if followed is not None:
            overlaps = modes.T @ followed
            k = int(np.argmax(np.abs(overlaps)))
            followed = modes[:, k] * np.sign(overlaps[k])
        norm = np.linalg.norm(g)
        bk = b[k] if k is not None else b[0]
        rows.append((cycle, mf.e_tot, norm, bk, height(x)))
        if norm < 1e-5:
            return x, mf.e_tot, b, modes, k, rows
        step = partitioned_step(b, g, k)[0]
        step *= min(1.0, cap / np.linalg.norm(step))
        x = x + modes @ step
    raise AssertionError("search did not converge")


# Distorted pyramid: N lies above the plane of the three H atoms.
start_height = 0.50
start_bonds = np.array([1.87, 1.89, 1.92])
start_angles = np.radians([0.0, 120.0, 242.0])
radii = np.sqrt(start_bonds**2 - start_height**2)
hydrogens = np.c_[radii * np.cos(start_angles),
                  radii * np.sin(start_angles), np.zeros(3)]
start = np.vstack([[0, 0, start_height], hydrogens]).ravel()
umbrella = np.array([0, 0, -3, 0, 0, 1, 0, 0, 1, 0, 0, 1]) / np.sqrt(12)

mf0 = run_scf(start)
b0, g0, modes0 = internal_modes(start, mf0)
k0 = int(np.argmax(np.abs(modes0.T @ umbrella)))
v0 = modes0[:, k0]
check_extremum(b0, g0, k0)
delta = 0.005
plus, minus = run_scf(start + delta * v0), run_scf(start - delta * v0)
slope_fd = (plus.e_tot - minus.e_tot) / (2 * delta)
curve_fd = v0 @ (cartesian_gradient(plus) - cartesian_gradient(minus)) / (2 * delta)
assert abs(slope_fd - g0[k0]) < 2e-5
assert abs(curve_fd - b0[k0]) < 1e-4
assert b0[k0] > 0
step0, up0, low0 = partitioned_step(b0, g0, k0)
raw_length = np.linalg.norm(step0)
factor = min(1.0, 0.3 / raw_length)
along = factor * step0[k0] * v0
across = factor * modes0 @ step0 - along
rise0 = energy(start + along) - mf0.e_tot
fall0 = energy(start + across) - mf0.e_tot
assert rise0 > 0 > fall0
newton0 = -g0[k0] / b0[k0]
assert newton0 * step0[k0] < 0

print("AMMONIA, RHF/6-31G*, spherical d functions")
print(f"start: height {start_height:.2f} bohr, N-H", start_bonds, "bohr")
print("start H azimuths:", np.degrees(start_angles).round(1), "degree")
print("start curvatures:", b0.round(5), "hartree/bohr^2")
print("start slopes:", g0.round(5), "hartree/bohr")
print(f"followed mode (1=lowest): {k0+1}")
print(f"shifts: {up0:.6f}, {low0:.6f} hartree/bohr^2")
print(f"followed step {step0[k0]:.4f}, Newton {newton0:.4f} bohr (uncapped)")
print(f"step length {raw_length:.4f} bohr, cap 0.3 bohr, factor {factor:.4f}")
print(f"true energy change: along {rise0:.3e}, across {fall0:.3e} hartree")

ts, e_ts, b_ts, modes_ts, k_ts, ts_rows = search(start, umbrella)
low_x, e_min, b_min, _, _, min_rows = search(start, None)
print("search: cycle, E/hartree, |g|/(hartree/bohr), b_k/(hartree/bohr^2), h/bohr")
for cycle, e, norm, bk, h in ts_rows:
    print(f"{cycle:2d} {e:.8f} {norm:.2e} {bk:.5f} {abs(h):.5f}")

# Check the saddle by true energies displaced along every internal mode.
assert np.sum(b_ts < 0) == 1 and b_ts[k_ts] < 0
assert np.all(b_min > 0) and e_min < e_ts
for i in range(6):
    size = 0.1 if i == k_ts else 0.05
    for sign in (-1, 1):
        change = energy(ts + sign * size * modes_ts[:, i]) - e_ts
        assert change < 0 if i == k_ts else change > 0
assert abs(height(ts)) < 1e-3 < abs(height(low_x))
bonds_ts = np.linalg.norm(ts.reshape(4, 3)[1:] - ts[:3], axis=1)
bonds_min = np.linalg.norm(low_x.reshape(4, 3)[1:] - low_x[:3], axis=1)
assert np.ptp(bonds_ts) < 1e-3 and np.ptp(bonds_min) < 1e-3
barrier = e_ts - e_min
hartree_joule = constants.physical_constants["Hartree energy"][0]
barrier_kj = barrier * hartree_joule * constants.N_A / 1000
print("saddle curvatures:", b_ts.round(5), "hartree/bohr^2")
print("minimum curvatures:", b_min.round(5), "hartree/bohr^2")
print(f"N-H: saddle {bonds_ts.mean():.4f}, minimum {bonds_min.mean():.4f} bohr")
print(f"minimum: height {abs(height(low_x)):.4f} bohr, cycles {min_rows[-1][0]}")
print(f"energies: saddle {e_ts:.8f}, minimum {e_min:.8f} hartree")
print(f"electronic barrier: {barrier:.6f} hartree = {barrier_kj:.2f} kJ/mol")
print("OK")
```

Running it gives:

```
MODEL (b: hartree/bohr^2, g: hartree/bohr, s: bohr)
b: [ 0.06 -0.04  0.3   0.8 ]  g: [ 0.02  0.03 -0.05  0.04]
upper shift 0.066056, lower shift -0.058225 hartree/bohr^2
partitioned step: [ 3.30278 -1.64607  0.13958 -0.04661]
direct optimum  : [ 3.30278 -1.64607  0.13958 -0.04661]
Newton step     : [-0.33333  0.75     0.16667 -0.05   ]
quadratic change: mode 1 0.393305, others -0.108625 hartree
saddle model b: [-0.1  0.2  0.3  0.8] hartree/bohr^2
Newton departure ratio when g is halved: 7.9997
b=0.1, g=0.010: direct s=10.099, b/g=10.0 bohr
b=0.1, g=0.001: direct s=100.010, b/g=100.0 bohr
AMMONIA, RHF/6-31G*, spherical d functions
start: height 0.50 bohr, N-H [1.87 1.89 1.92] bohr
start H azimuths: [  0. 120. 242.] degree
start curvatures: [0.06382 0.16534 0.1704  0.5847  1.22077 1.33901] hartree/bohr^2
start slopes: [ 0.02147 -0.00332 -0.008    0.00531 -0.02333  0.01007] hartree/bohr
followed mode (1=lowest): 1
shifts: 0.070371, -0.001010 hartree/bohr^2
followed step 3.2771, Newton -0.3365 bohr (uncapped)
step length 3.2776 bohr, cap 0.3 bohr, factor 0.0915
true energy change: along 7.722e-03, across -8.819e-05 hartree
search: cycle, E/hartree, |g|/(hartree/bohr), b_k/(hartree/bohr^2), h/bohr
 0 -56.18071421 3.48e-02 0.06382 0.50000
 1 -56.17309088 4.46e-02 -0.05068 0.18875
 2 -56.17385658 2.54e-02 -0.07580 0.15175
 3 -56.17343024 1.06e-02 -0.10643 0.06281
 4 -56.17332645 1.15e-03 -0.11850 0.00660
 5 -56.17332527 1.04e-05 -0.11954 0.00006
 6 -56.17332527 8.76e-10 -0.11955 0.00000
saddle curvatures: [-0.11955  0.16111  0.16111  0.55933  1.46345  1.46345] hartree/bohr^2
minimum curvatures: [0.14002 0.17016 0.17016 0.67981 1.20273 1.20273] hartree/bohr^2
N-H: saddle 1.8679, minimum 1.8946 bohr
minimum: height 0.6991 bohr, cycles 4
energies: saddle -56.17332527, minimum -56.18371345 hartree
electronic barrier: 0.010388 hartree = 27.27 kJ/mol
OK
```
